The coupling-constant integrand and the quarter of exact exchange in PBE0

**The quarter of exact exchange in PBE0**

**What goes wrong without a rule for the fraction**

The PBE gradient approximation binds nitric oxide too strongly. In the cc-pVTZ basis at a bond length of 2.18 bohr it gives an electronic atomization energy D_e of 0.274 hartree, against a measured size of roughly 0.24 hartree. Replacing PBE exchange entirely by exact (Fock) exchange on the same orbitals, and keeping PBE correlation, gives 0.149 hartree, a larger error of the opposite sign. A global hybrid,

E_xc = E_xc^PBE + a Δ,  Δ = E_x − E_x^PBE,   (1)

moves linearly between these values at fixed orbitals, so some fraction a reproduces any number in between. Without an argument for a, the fraction is a fitted constant, and nothing tells the user when it should be larger, smaller or zero. PBE0 takes a = 1/4. The Perdew–Ernzerhof–Burke model obtains this number as the area under (1 − λ)³. The area is a theorem. The curve is a hypothesis about the coupling-constant dependence of the exchange-correlation energy, and 1/4 does not follow from exact theory.

Hartree atomic units are used throughout. For a quantity X, the atomization difference is A[X] = X(atoms) − X(molecule), so that D_e = A[E] is positive for a bound molecule.

**The coupling-constant integrand**

Let T be the kinetic energy operator, V_ee the electron repulsion and n the density. Define

F_λ[n] = min over Ψ → n of ⟨Ψ|T + λV_ee|Ψ⟩,   (2)

with a nondegenerate minimizer Ψ_λ. At λ = 1 this is the physical internal energy. At λ = 0 it is the Kohn–Sham kinetic energy T_s, and the minimizer is assumed to be a single determinant Φ. With U = ½∫∫ n(r)n(r′)/|r − r′|, the definition of E_xc is F_1 = T_s + U + E_xc.

As λ changes, Ψ_λ moves within the set of normalized functions of density n, on which the expectation value in (2) is stationary. Only the explicit λ contributes to the derivative, dF_λ/dλ = ⟨Ψ_λ|V_ee|Ψ_λ⟩. Integration from 0 to 1 gives F_1 − T_s, and subtraction of U gives

E_xc = ∫₀¹ W_λ dλ,  W_λ = ⟨Ψ_λ|V_ee|Ψ_λ⟩ − U.   (3)

At the lower end W_0 = ⟨Φ|V_ee|Φ⟩ − U = E_x, the Fock exchange energy of the Kohn–Sham orbitals.

The behaviour near λ = 0 comes from Görling–Levy (GL) perturbation theory. Ψ_λ is the ground state of T + λV_ee + Σ v_λ(r_i), where v_λ = v_s + λv⁽¹⁾ + λ²v⁽²⁾ + … holds the density fixed. By (3), F_λ = T_s + λ(U + E_x) + O(λ²). The Euler equation δF_λ/δn + v_λ = constant, taken at order λ, gives v⁽¹⁾ = −(v_H + v_x), where v_H = δU/δn and v_x = δE_x/δn is the local exchange potential. The first-order perturbation is therefore H′ = V_ee − Σ(v_H + v_x). The λ² term of the eigenvalue E_λ is −Σ_k |⟨Φ_k|H′|Φ⟩|²/(E_k − E_0) + ∫n v⁽²⁾. Since F_λ = E_λ − ∫n v_λ, the last piece cancels and the sum alone is the λ² coefficient of F_λ, called E_c^GL2. By the Slater–Condon rules, double excitations couple through ⟨ij||ab⟩ = ⟨ij|ab⟩ − ⟨ij|ba⟩. Single excitations couple through ⟨a|v_H + v_x^NL|i⟩ from V_ee, with v_x^NL the nonlocal Fock operator, less ⟨a|v_H + v_x|i⟩ from the potential. With occupied spin orbitals i, j, empty ones a, b and Kohn–Sham eigenvalues ε,

E_c^GL2 = −¼ Σ |⟨ij||ab⟩|²/(ε_a + ε_b − ε_i − ε_j) − Σ |⟨a|v_x^NL − v_x|i⟩|²/(ε_a − ε_i).   (4)

The ¼ undoes the fourfold count of each pair (i, j), (a, b). If F_λ = T_s + λ(U + E_x) + Σ_{k≥2} λ^k E^GLk, differentiation gives

W_λ = Σ_{k≥0} c_k λ^k,  c_0 = E_x,  c_k = (k + 1) E^GL(k+1).   (5)

Two facts follow. The initial slope is c_1 = 2E_c^GL2. Perturbation theory through order m retains c_0 to c_{m−1}, so it represents W_λ by a polynomial of degree m − 1, and fourth order means a cubic.

**The integrand of PBE**

PBE is defined at λ = 1 only, and coordinate scaling supplies its λ dependence. Let Ψ_g(r_1, …) = g^{3N/2}Ψ(gr_1, …), which has density n_g(r) = g³n(gr). Substituting r′ = gr gives ⟨T⟩ → g²⟨T⟩ and ⟨V_ee⟩ → g⟨V_ee⟩. The map Ψ → Ψ_g is one to one between functions of density n and of density n_g, so

F_1[n_g] = min ⟨g²T + gV_ee⟩ = g² F_{1/g}[n].

Setting g = 1/λ gives F_λ[n] = λ²F_1[n_{1/λ}]. The same substitution gives T_s[n_g] = g²T_s, U[n_g] = gU and E_x[n_g] = gE_x. Subtracting T_s + λU from both sides leaves

∫₀^λ W_λ′ dλ′ = λ²E_xc[n_{1/λ}] = λE_x[n] + λ²E_c[n_{1/λ}].   (6)

The minimizer for n_{1/λ} at full coupling is the scaled Ψ_λ, and its repulsion and Hartree energies are 1/λ times the unscaled ones, so

W_λ[n] = λ W_1[n_{1/λ}].   (7)

PBE exchange also scales linearly: its energy density n^{4/3}F(s) gains g⁴, the reduced gradient s ∝ |∇n|/n^{4/3} is unchanged, and the volume element supplies g⁻³. Differentiating (6) for PBE with dg/dλ = −g², the second term is λ²(−g²)dE_c/dg = −dE_c/dg = −λ g dE_c/dg, and

W_λ^PBE = E_x^PBE + λ ( 2E_c^PBE[n_g] − g dE_c^PBE[n_g]/dg ),  g = 1/λ.   (8)

This is evaluated on the original grid, because E_c[n_g] = ∫ n(r) ε_c(g³n, g⁴∇n) d³r, where ε_c is the correlation energy per electron.

The initial slope of (8) depends on the limit g → ∞. PBE correlation is ε_c = ε_u + H, where ε_u(r_s, ζ) is the PW92 uniform-gas energy, r_s = (3/4πn)^{1/3}, ζ is the relative spin polarization, and

H = γφ³ ln[1 + (β/γ) t² (1 + y)/(1 + y + y²)],  y = (β/γ) t²/x,  x = exp(−ε_u/γφ³) − 1.

Here γ = (1 − ln 2)/π², β is a constant of the functional, φ = ½[(1 + ζ)^{2/3} + (1 − ζ)^{2/3}], t² = π|∇n|²/(16φ²k_F n²) and k_F = (3π²n)^{1/3}. The definition of y gives (β/γ)t² = xy, so H = γφ³ ln(1 + x f) with f = y(1 + y)/(1 + y + y²). The definition of x gives ε_u = −γφ³ ln(1 + x). Adding,

ε_c = γφ³ ln[(1 + x f)/(1 + x)] → γφ³ ln f(y) as x → ∞.

Under scaling ζ is unchanged, t² gains g⁸/(g·g⁶) = g, and r_s → r_s/g. At small r_s, ε_u ≈ c(ζ) ln r_s + constant, so x ∝ r_s^{−c/γφ³} ∝ g^{c/γφ³} and d ln y/d ln g = 1 − c/γφ³. To leading order at large g,

g dE_c/dg → −∫ n [c(ζ) − γφ³] (d ln f/d ln y) d³r.   (9)

PW92 interpolates ε_u = ε_0 + α S(ζ)(1 − ζ⁴)/S″(0) + (ε_1 − ε_0)S(ζ)ζ⁴, with S = [(1 + ζ)^{4/3} + (1 − ζ)^{4/3} − 2]/(2^{4/3} − 2). The coefficients of ln r_s in ε_0, ε_1 and α are γ, γ/2 and −1/(6π²). At ζ = 0, c = γ and φ = 1. At ζ = ±1, S = 1, c = γ/2 and φ³ = ½. In these cases (9) vanishes, E_c[n_g] saturates, and the initial slope is the finite number 2E_c^PBE[n_∞]. For H₂ at 1.4 bohr, the ratio (W_λ^PBE − E_x^PBE)/λ at λ = 10⁻⁴ is −0.1085, and twice E_c^PBE at g = 10⁶ is also −0.1085. For small ζ, S/S″(0) ≈ ζ²/2 and φ ≈ 1 − ζ²/9, so

c − γφ³ ≈ ζ²[γ/3 − 1/(12π²)] = ζ²(3 − 4 ln 2)/(12π²) > 0.

There y shrinks as a small power of g and E_c[n_g] drifts downward as ln g. The sign is not the same for all ζ: c − γφ³ is still positive at ζ = 0.8 and is negative at ζ = 0.9 and 0.97. For a density with regions of small nonzero ζ, W^PBE therefore contains a weak λ ln λ term and has no finite slope at the origin, so its slope must be quoted at a stated small λ₀.

**The model curve and its area**

Let D(λ) = W_λ − W_λ^PBE. By (3) and (6), the correction that would make PBE exact is ∫₀¹ D dλ, and D(0) = Δ exactly. The model adds two hypotheses for an integer m:

(a) D is a polynomial of degree at most m − 1;

(b) D and its first m − 2 derivatives vanish at λ = 1.

Hypothesis (b) says that PBE is trusted at full coupling. The reason offered is heuristic. W_λ is half the Coulomb attraction between each electron and its exchange-correlation hole, which holds one missing electron at every λ. The exchange hole of a molecule may be spread over several nuclei, while a gradient approximation models a hole centred near the electron. Repulsion deepens the hole at the electron and cancels its distant parts, so the local model should improve as λ grows. This suggests a small D(1). It does not fix how many derivatives vanish.

To solve (a) and (b), write D in powers of u = 1 − λ, D = Σ_{k=0}^{m−1} d_k u^k. The k-th λ derivative at λ = 1 is (−1)^k k! d_k, so (b) sets d_0 = … = d_{m−2} = 0. At λ = 0, u = 1 and d_{m−1} = Δ. The solution is unique:

W_λ^model = W_λ^PBE + Δ(1 − λ)^{m−1}.   (10)

Since ∫₀¹(1 − λ)^{m−1}dλ = ∫₀¹u^{m−1}du = 1/m,

E_xc^model = E_xc^PBE + Δ/m.   (11)

For m = 4 the correction is Δ(1 − λ)³ and (11) is PBE0. For m = 1 hypothesis (b) is empty, D is the constant Δ, and the result is full exact exchange with PBE correlation. For m = 2 the fraction is ½. This equals the two-point average ½(E_x + W_1^PBE) only when the area under W^PBE equals ½(E_x^PBE + W_1^PBE), as it does for a straight line. As m → ∞ the correction collapses onto λ = 0 and PBE is recovered. A large m thus describes a system in which the difference D between the exact and PBE integrands falls from Δ to zero at small λ. The model slope at λ = 0 is W′(PBE) − (m − 1)Δ, so a larger m steepens the initial fall of W only when Δ is positive.

The choice m = 4 rests on (5). If perturbation theory of order m is the lowest that describes the λ dependence adequately, a polynomial of degree m − 1 has enough freedom, and the model gives D that degree. Fourth-order Møller–Plesset theory is taken as adequate for the atomization energies of small molecules near equilibrium, which suggests m = 4. This is an analogy. The Møller–Plesset series starts from Hartree–Fock and lets the density change, while the GL series starts from Kohn–Sham orbitals with different denominators. Moreover W^PBE is not a polynomial, so (a) can hold only approximately even when W_λ is close to a cubic.

The two hypotheses can be separated. For an arbitrary cubic, Taylor expansion about λ = 1 gives D = D(1) − D′(1)u + ½D″(1)u² + d_3u³. The condition at u = 1 fixes d_3 = Δ − D(1) + D′(1) − ½D″(1). The area is D(1) − ½D′(1) + D″(1)/6 + d_3/4. Collecting terms, with 1 − ¼ = ¾, −½ + ¼ = −¼ and 1/6 − 1/8 = 1/24,

∫₀¹ D dλ = Δ/4 + ¾D(1) − ¼D′(1) + D″(1)/24.   (12)

An error of PBE at full coupling enters with three times the weight of Δ. The quarter is therefore the largest of the four terms only where |Δ| exceeds each of 3|D(1)|, |D′(1)| and |D″(1)|/6.

Equation (10) is not the integrand of the PBE0 functional. For m ≥ 2 the model equals PBE at λ = 1 for every density, so (7) would require W_λ^model[n] = λW_1^PBE[n_{1/λ}] = W_λ^PBE[n], where the last step holds because (8) at λ = 1 for the density n_g is gE_x^PBE + 2E_c[n_g] − g dE_c/dg. This differs from (10) by Δ(1 − λ)^{m−1}, so the model violates (7). Applying (6) to the functional (1) instead, the term aΔ scales linearly and contributes λaΔ to the integral, so the integrand of PBE0 is W_λ^PBE + Δ/4. It has the same area as the model and a different shape, and at λ = 0 it misses E_x by ¾Δ. The model motivates one number. It does not give PBE0 the correct weak-coupling limit.

**Exact curves for H₂**

For two electrons W_λ can be computed. The target density is the full configuration interaction (FCI) density. At each λ the quantity E_λ[v] − ∫vn is maximized over local potentials by Newton's method (Lieb maximization), with E_λ the FCI energy at coupling λ. The potential is the nuclear one plus a combination of the Coulomb fields of products φ₀φ_a of the occupied Hartree–Fock orbital with each totally symmetric empty one. This finite set fixes the density only nearly: the integrated absolute difference between the λ = 0 and λ = 1 densities is 0.0009 electron at R = 1.4 bohr (cc-pVTZ) and 0.0027 electron at R = 5 bohr. At 5 bohr the basis is cc-pVTZ plus midpoint shells (s exponents 0.1, 0.25, 0.6, p 0.3, d 0.15, 0.4 bohr⁻²), which let a single orbital follow the density between the atoms. Areas come from Gauss–Legendre quadrature, the c_k from a polynomial through seven points around λ = 0, and derivatives at λ = 1 from central differences. PBE is evaluated spin-unpolarized on the FCI density. "Exact" below means exact in these bases, and the energies are total ones. For a two-electron singlet the Fock operator acts on the occupied orbital as −v_H/2, which is local, so E_x = −U/2 and the singles in (4) vanish.

At R = 1.4 bohr, U = 1.3219, W_0 = −0.6609, W_1 = −0.7332 and E_xc = −0.7006. The coefficients are c_1 = −0.0955, which is also twice the doubles sum of (4), c_2 = 0.0275 and c_3 = −0.0038. The truncated sums Σ c_k/(k + 1) differ from the exact E_xc by −0.0081, +0.0011 and +0.0001 at orders 2, 3 and 4. A cubic describes W_λ well here. With E_x^PBE = −0.6504 and E_c^PBE = −0.0436, the needed correction is ∫D = −0.0066. The end values are Δ = −0.01056, D(1) = −0.00428, D′(1) = 0.00355 and D″(1) = 0.00001, and (12) gives

−0.00264 − 0.00321 − 0.00089 + 0.00000 = −0.00674,

which differs by 0.00013, or 2% of the area, from the true area −0.00661. Hypothesis (a) is good and (b) is not: the D(1) term exceeds the Δ term, and Δ/4 supplies 40% of the correction. The ratio Δ/∫D is 1.6, far from 4. In absolute terms the step from a = 0 to a = ¼ moves the energy by only 0.0026 hartree, and the fraction that would be needed here, ∫D/Δ, is 0.63 in this basis, 0.72 in cc-pVQZ and 0.75 in cc-pV5Z, not the ¼ of the model. These small differences are not converged in cc-pVTZ. In cc-pV5Z, Δ = −0.0107 has hardly moved, while D(1) = −0.0061, ∫D = −0.0080 and c_1 = −0.100, so the share of Δ/4 falls to 33% and the failure of (b) is larger.

At R = 5 bohr both hypotheses fail. The limit of separated atoms fixes the end values. The potential of a hydrogen 1s cloud is 1/r − e^{−2r}(1 + 1/r), and its average over the density 4r²e^{−2r}dr is 1 − 4(2/64 + 1/16) = 5/8, so each atom has Hartree self-energy 5/16. For non-overlapping atoms U = 5/8 + 1/R and E_x = −U/2 = −5/16 − 1/(2R). With one electron on each atom ⟨V_ee⟩ = 1/R, so W_1 = −5/8. The computed values, W_0 = −0.410 and W_1 = −0.617, are close to these limits, −0.4125 and −0.625. Exact exchange lies far above W_1 because its hole is shared equally between the atoms.

The drop happens at small λ. The area is E_xc = −0.594, already near W_1, and the Kohn–Sham gap is only ω = 0.0247. A two-state model shows the scale. Keep the configurations σ_g² and σ_u², separated by 2ω and coupled by λK, and hold ω fixed. The lower root is ω − √(ω² + λ²K²), and its derivative is

W_λ − W_0 = −λK²/√(ω² + λ²K²) = −(K²/ω) λ [1 − λ²K²/(2ω²) + …],

with branch points at λ = ±iω/K. Assigning the whole computed slope c_1 = −2.05 to this pair gives K²/ω² = 2.05/0.0247 = 83, a radius of convergence near 0.11 and c_3 ≈ 2.05 × 83/2 = 85. The computed c_3 is about 120. That the excess comes from the change of the level spacing with λ, which the model omits, is a conjecture. The truncation errors relative to the exact E_xc are −0.84, −0.60 and about +30 at orders 2, 3 and 4, so no low-order polynomial built at λ = 0 is meaningful at λ = 1.

Here E_x^PBE = −0.5034 and E_c^PBE = −0.0304, so Δ = +0.0934 while ∫D = −0.0607. The cubic rule (12) gives −0.0294, about half the true area. On this density the error of the hybrid (1) relative to the exact E_xc is aΔ − ∫D = 0.0607 + 0.0934a, which grows with any positive a and reaches 0.084 at a = ¼. In spin-restricted form, exact exchange makes the stretched bond worse.

**Worked example: atomization of NO**

The calculation is spin-unrestricted PBE in cc-pVTZ with all electrons, at R = 2.18 bohr, a rounded near-equilibrium length. The open p and π* shells are occupied as integer, symmetry-adapted real orbitals. PBE orbitals and eigenvalues stand in for exact Kohn–Sham ones, and the PBE exchange potential stands in for v_x in the singles of (4), so E_x and E_c^GL2 are approximations to the quantities defined above. The derivation of (2) to (5) assumed a nondegenerate state at fixed total density. Here the formulas are applied at fixed spin densities, and for O and NO to one component of a degenerate ground state, an extension that is assumed and not derived.

| | E^PBE | E_x | E_x^PBE | E_c^PBE |
|---|---|---|---|---|
| N | −54.5297 | −6.5787 | −6.5324 | −0.1793 |
| O | −75.0049 | −8.1841 | −8.1486 | −0.2342 |
| NO | −129.8090 | −14.6849 | −14.7287 | −0.4911 |
| A[·] | 0.2744 | −0.0778 | 0.0478 | 0.0776 |

The differences Δ = E_x − E_x^PBE are −0.0463 for N, −0.0355 for O and +0.0438 for NO. The sign changes on bonding: exact exchange opposes the bond by 0.078 while PBE exchange favours it by 0.048. This is consistent with an exchange hole that spreads over both nuclei in the molecule, an interpretation that these energies alone do not prove. Then

A[Δ] = −0.0463 − 0.0355 − 0.0438 = −0.1256,  A[Δ]/4 = −0.0314,

D_e(PBE + Δ/4) = 0.2744 − 0.0314 = 0.2430 hartree = 6.61 eV.

For comparison, PBE gives 0.2744 hartree (7.47 eV), full exact exchange with PBE correlation gives 0.2744 − 0.1256 = 0.1488 hartree (4.05 eV), and exact exchange with no correlation gives a further 0.0776 less, 0.0712 hartree (1.94 eV). Self-consistent PBE0 gives 0.2437 hartree (6.63 eV). The PBE0 energy is stationary at its own orbitals, so the use of PBE orbitals raises it only at second order in the orbital change, here by 0.0004, 0.0005 and 0.0016 for N, O and NO, which lowers D_e from 0.2437 to 0.2430 because the molecule is raised more than the two atoms together.

The curves follow from (8) and (10):

| λ | A[W^PBE] | (1 − λ)³ | A[W^model] |
|---|---|---|---|
| 0 | 0.0478 | 1 | −0.0778 |
| 0.25 | 0.0959 | 27/64 | 0.0429 |
| 0.5 | 0.1304 | 1/8 | 0.1147 |
| 0.75 | 0.1578 | 1/64 | 0.1558 |
| 1 | 0.1807 | 0 | 0.1807 |

For instance 0.0959 − (27/64)(0.1256) = 0.0429. Simpson's rule on the second column gives (0.0478 + 0.3836 + 0.2607 + 0.6311 + 0.1807)/12 = 0.1253, close to A[E_xc^PBE] = 0.0478 + 0.0776 = 0.1254. The two-point average of that column is 0.114, so W^PBE is visibly curved. The correction is concentrated at weak coupling: ∫₀^{1/2}(1 − λ)³dλ = ¼(1 − 1/16), which is 15/16 of its area.

The integer m, one more than the exponent in (10), can be estimated in two ways. The first uses the energy. The exact and PBE total energies are each stationary in the density, so to first order in the density difference D_e(exact) − D_e(PBE) = A[∫D], and (11) gives m = A[Δ]/[D_e(exact) − D_e(PBE)]. With the rough measured 0.24, and ignoring basis-set error in the PBE value,

m = −0.1256/(0.24 − 0.2744) = 3.7,

and rounding of the input by ±0.005 spreads this from 3.2 to 4.3.

The second uses the slope. Differentiating (10) at λ = 0 gives W′(model) = W′(PBE) − (m − 1)Δ, and equating this with 2E_c^GL2 gives

m = 1 − (A[2E_c^GL2] − A[W′(PBE)])/A[Δ].   (13)

The doubles sums are −0.1535, −0.2169 and −0.7091 for N, O and NO, and the singles −0.0057, −0.0081 and −0.0296. Thus A[doubles] = 0.3387, A[singles] = 0.0157 and A[2E_c^GL2] = 0.709. The PBE slope, taken as A[W_λ₀^PBE − E_x^PBE]/λ₀, is 0.232, 0.223 and 0.210 at λ₀ = 10⁻², 10⁻³ and 10⁻⁴. The drift is that of (9). At g = 10⁶, g dE_c/dg is −0.00207, −0.00115 and −0.00029 for N, O and NO, both from (9) and from direct differentiation of the functional, so its atomization difference is −0.00293. By (8) the slope contains 2E_c[n_g], which changes per decade of 1/λ₀ by 2 ln 10 × (−0.00293) = −0.0135 at that g. The steps above are −0.009 and −0.013. They reach this size near λ₀ = 10⁻⁶ and continue to grow slowly beyond it, so −0.0135 is the local rate at that g and not a limit. At λ₀ = 10⁻³,

m = 1 + (0.709 − 0.223)/0.1256 = 4.9,

and the three choices of λ₀ give 4.8 to 5.0, or 4.5 to 4.7 if the approximate singles are dropped. With m = 4 the model slope is 0.223 + 3 × 0.1256 = 0.600, about 15% below the GL2 value.

In cc-pVTZ the two estimates do not agree. The slope asks for m near 5 and the energy for m near 4, with ranges that do not overlap. A cubic that keeps the GL2 slope and still vanishes with zero slope at λ = 1 does not remove the tension. Requiring only D(1) = D′(1) = 0 gives D = (1 − λ)²(Δ + κλ) with D′(0) = κ − 2Δ. Using ∫(1 − λ)² = 1/3 and ∫λ(1 − λ)² = 1/12, the area is Δ/3 + κ/12 = Δ/2 + D′(0)/12, which returns Δ/4 when D′(0) = −3Δ. With A[D′(0)] = 0.486 it is −0.0628 + 0.0405 = −0.022, an effective fraction of 0.18 and a D_e of 0.252, above the rough measured range. The cause is not settled here. A nonzero A[D] at full coupling, which (12) weights by ¾, is one candidate, and the approximate orbitals and eigenvalues in the GL2 sums are another. Two bases give no sign that a larger basis closes the gap, although they cannot fix its limit: from cc-pVDZ to cc-pVTZ, A[doubles] rises from 0.318 to 0.339, the slope estimate at λ₀ = 10⁻³ rises from 4.37 to 4.87, and the energy estimate falls from 4.15 to 3.66. Over the same step D_e(PBE) moves from 0.2720 to 0.2744, A[Δ] from −0.1327 to −0.1256 and D_e(PBE + Δ/4) from 0.2388 to 0.2430, so the third decimal of the cc-pVTZ values is not established as converged. Both estimates are therefore sensitive to the basis, and the energy estimate also to the measured input: 0.243 in place of 0.24 gives 4.6 in cc-pVDZ and 4.0 in cc-pVTZ. What the example establishes is limited: for this molecule and level of theory the model gives the right sign and rough size of the initial slope, and an area that falls within the rough measured range.

**What to do in practice**

The sensitivity of a result to the fraction costs one Fock build per species. At fixed orbitals an energy difference changes by A[Δ] per unit of a, so for NO a shift of a by 0.05 moves D_e by 0.006 hartree. If A[Δ] is small for the process at hand, the choice between PBE and PBE0 moves the result by only A[Δ]/4, and the terms of (12) that the model sets to zero can matter as much or more. For the total energy of H₂ at equilibrium in cc-pVTZ, Δ/4 is −0.0026 and those terms sum to −0.0041; in cc-pV5Z, Δ/4 is −0.0027 and the remainder ∫D − Δ/4 is −0.0053.

If A[Δ] is large, equation (13) gives a system-specific estimate from one second-order calculation and the scaled PBE correlation energy. For partly spin-polarized densities the PBE slope needs a stated λ₀, which for NO moves m by about 0.1 per decade. The estimate separates NO from the stretched H₂ treated next, but the NO result shows that it should not be used to tune a to two figures. For stretched H₂, with the PBE slope −0.066, it gives m = 1 + (2.054 − 0.066)/0.0934 ≈ 22. Here the large value comes from the steep initial slope of a near-degenerate system. A small Δ in the denominator can also make m large, so Δ and the slope should be inspected separately. The model would turn this m into a fraction near zero, but hypothesis (b) fails here, since the true correction has the sign opposite to Δ.

The argument concerns exchange-correlation energies at a given density. It was motivated by atomization energies of molecules near equilibrium, and it contains no statement about orbital eigenvalues, band gaps, reaction barriers or metals. For those properties a = ¼ is an inherited parameter whose adequacy has to be established against references suited to the property.
